# Hamaker Energies of Plates and Spheres, and the Derjaguin Limit

## Problem

Two atoms a distance $r$ apart attract with the energy $w(r)=-C/r^6$, where $C>0$. Two bodies are made of such atoms, with number densities $n_1$ and $n_2$. Their energy is taken to be the sum of $w$ over all pairs with one atom in each body. Each body is treated as a uniform continuum, so the sum becomes a double volume integral. The smallest distance between the surfaces is the gap $D>0$, and the energy is zero at infinite separation.

(a) Find the energy per unit area of two half-spaces with parallel faces.

(b) Find the energy and force between a sphere of radius $R$ and a half-space.

(c) Find the energy and force between spheres of radii $R_1$ and $R_2$.

(d) Show how, at small gaps, the force between curved bodies follows from the energy of flat ones, and find how fast this limit is reached.

For numbers, take the round model values $C=5\times10^{-5}$ eV nm⁶, $n_1=n_2=n=50$ nm⁻³, $R=R_1=10$ nm, $R_2=20$ nm and $D=1$ nm.

The model has limits. Pairwise addition ignores the way surrounding atoms change the attraction of a given pair. At the solid-like density used here this is not a small effect. For single-oscillator atoms with excitation energies of 10 to 20 eV and the same $C$ and $n$, the Clausius–Mossotti relation gives static permittivities of 4.5 to 2.9. Lifshitz theory then gives an attraction between half-spaces 28% to 22% weaker than the pairwise sum. The $r^{-6}$ law is nonretarded: it neglects the travel time of the electromagnetic field between the atoms. The space between the bodies is empty, and the gap must be well above the atomic spacing; this last condition is made quantitative below for two half-spaces.

## First estimate by scaling

The double integral of $r^{-6}$ over two volumes has dimension length⁶/length⁶, so it is a pure number. The energy is therefore $Cn_1n_2$ times a function of length ratios. Per unit area of two half-spaces, the gap is the one length available, which gives

$$|E|\sim \frac{Cn_1n_2}{D^2}.$$

Now bring a sphere close to a plane. At lateral distance $x$ from the axis the gap has grown by about $x^2/(2R)$. It has doubled when $x^2=2RD$, so the patch that matters has area about $\pi x^2=2\pi RD$. Multiplying by the energy per area gives

$$|U|\sim 2\pi RD\,\frac{Cn_1n_2}{D^2}=2\pi Cn_1n_2\frac{R}{D}.$$

With $Cn^2=5\times10^{-5}\times50^2=0.125$ eV, the estimates are $0.125$ eV/nm² for the half-spaces and $2\pi\times0.125\times10\approx7.9$ eV for the sphere and plane.

## Exact solution within the model

### Two half-spaces

Place one atom at height $h$ above a half-space of density $n_2$. A layer of the half-space at vertical distance $Z$ from the atom consists of rings of radius $x$. With $q=x^2+Z^2$ and $dq=2x\,dx$,

$$\int_0^\infty\frac{2\pi x\,dx}{(x^2+Z^2)^3}=\pi\int_{Z^2}^\infty\frac{dq}{q^3}=\frac{\pi}{2Z^4}.$$

Integrating over the layers from $Z=h$ to infinity gives $\pi/(6h^3)$, so the atom has energy

$$w_{\rm wall}(h)=-\frac{\pi n_2C}{6h^3}.$$

A unit area of the other half-space holds $n_1\,dh$ atoms between $h$ and $h+dh$. Hence

$$E(D)=-\frac{\pi n_1n_2C}{6}\int_D^\infty\frac{dh}{h^3}=-\frac{\pi n_1n_2C}{12D^2}=-\frac{A}{12\pi D^2},\qquad A=\pi^2Cn_1n_2 .$$

The Hamaker constant $A$ is an energy and contains all the material properties of the model. Here $A=\pi^2\times0.125=1.234$ eV, and $E(1\text{ nm})=-0.0327$ eV/nm², or $-5.24$ mJ/m².

### Sphere and half-space

Cut the sphere into horizontal slices at height $g$ above the plane. Its centre is at height $D+R$, so the squared radius of a slice is

$$R^2-(g-D-R)^2=(g-D)(L-g),\qquad L=D+2R,$$

by the difference of two squares. Each slice contains $n_1\pi(g-D)(L-g)\,dg$ atoms at the same height. Therefore

$$U=-\frac{A}{6}\int_D^L\frac{(g-D)(L-g)}{g^3}\,dg .$$

Expanding the numerator as $-g^2+(D+L)g-DL$ and integrating term by term, the integral is

$$-\ln\frac LD+(D+L)\left(\frac1D-\frac1L\right)-\frac{DL}{2}\left(\frac1{D^2}-\frac1{L^2}\right).$$

The second term equals $(L^2-D^2)/(DL)$ and the third is minus half of that. Their sum is $(L-D)(L+D)/(2DL)$. Since $L-D=2R$, this is $R/D+R/L$, and

$$U=-\frac A6\left[\frac RD+\frac R{D+2R}+\ln\frac D{D+2R}\right].$$

The force along the separation is $F=-dU/dD$; a negative value means attraction. Because $dL/dD=1$, the derivative of the bracket is

$$-\frac R{D^2}-\frac R{L^2}+\frac1D-\frac1L .$$

The last two terms equal $2R/(DL)$, which completes a square:

$$-R\left(\frac1D-\frac1L\right)^2=-\frac{4R^3}{D^2L^2},\qquad F=-\frac{2AR^3}{3D^2(D+2R)^2}.$$

The logarithm has disappeared from the force.

### One atom and a sphere

Let an atom be at distance $\rho>R$ from the centre of a sphere of radius $R$. Draw a shell of radius $\rho'$ around the atom. The part inside the sphere is a cap whose edge angle $\theta$ satisfies $R^2=\rho^2+\rho'^2-2\rho\rho'\cos\theta$. Its area is

$$2\pi\rho'^2(1-\cos\theta)=\frac{\pi\rho'}{\rho}\left[R^2-(\rho-\rho')^2\right].$$

Set $p=\rho-R$ and $q=\rho+R$. The square bracket is then $(\rho'-p)(q-\rho')$, and the integral of $\rho'^{-6}$ over the sphere is $\pi/\rho$ times

$$\int_p^q\frac{(\rho'-p)(q-\rho')}{\rho'^5}d\rho'
=-\frac12\left(\frac1{p^2}-\frac1{q^2}\right)+\frac{p+q}3\left(\frac1{p^3}-\frac1{q^3}\right)-\frac{pq}4\left(\frac1{p^4}-\frac1{q^4}\right).$$

Over the common denominator $12p^3q^3$, every term contains $(q-p)(q+p)$. The remaining factor is

$$-6pq+4(p^2+pq+q^2)-3(p^2+q^2)=(q-p)^2 .$$

The integral is thus $(q-p)^3(q+p)/(12p^3q^3)$. With $q-p=2R$, $q+p=2\rho$ and $pq=\rho^2-R^2$, the atom's energy for a sphere of density $n_1$ is

$$w_{\rm sph}(\rho)=-\frac{4\pi n_1CR^3}{3(\rho^2-R^2)^3}.$$

### Two spheres

Let $r=R_1+R_2+D$ be the distance between centres. Use the same cap area, now for shells around the centre of sphere 1 cut by sphere 2:

$$U=-\frac{4AR_1^3}{3r}J,\qquad J=\int_{r-R_2}^{r+R_2}\frac{\rho\,[R_2^2-(r-\rho)^2]}{(\rho^2-R_1^2)^3}\,d\rho .$$

Since $\rho/(\rho^2-R_1^2)^3$ is the derivative of $-\tfrac14(\rho^2-R_1^2)^{-2}$, integrate by parts. The square bracket vanishes at both ends and has derivative $2(r-\rho)$, so

$$J=\frac12\int_{r-R_2}^{r+R_2}\frac{r-\rho}{(\rho^2-R_1^2)^2}\,d\rho .$$

The part with $\rho$ in the numerator is elementary: $\int\rho\,d\rho/(\rho^2-R_1^2)^2=-1/[2(\rho^2-R_1^2)]$. For the other part, note that

$$\frac{d}{d\rho}\frac{\rho}{\rho^2-R_1^2}=-\frac1{\rho^2-R_1^2}-\frac{2R_1^2}{(\rho^2-R_1^2)^2}.$$

Solving for the last fraction and integrating gives

$$\int\frac{d\rho}{(\rho^2-R_1^2)^2}=-\frac{\rho}{2R_1^2(\rho^2-R_1^2)}-\frac1{4R_1^3}\ln\frac{\rho-R_1}{\rho+R_1}.$$

An antiderivative of the whole integrand is therefore

$$G(\rho)=\frac{R_1^2-r\rho}{2R_1^2(\rho^2-R_1^2)}-\frac r{4R_1^3}\ln\frac{\rho-R_1}{\rho+R_1}.$$

Define

$$s_+=r^2-(R_1+R_2)^2,\qquad s_-=r^2-(R_1-R_2)^2 .$$

Between the limits, the logarithm in $G$ changes by

$$\ln\frac{(r+R_2-R_1)(r-R_2+R_1)}{(r+R_2+R_1)(r-R_2-R_1)}=\ln\frac{s_-}{s_+}.$$

For the rational part, use partial fractions:

$$\frac{R_1^2-r\rho}{\rho^2-R_1^2}=-\frac12\left[\frac{r-R_1}{\rho-R_1}+\frac{r+R_1}{\rho+R_1}\right].$$

With $P=(r-R_1)^2-R_2^2$ and $Q=(r+R_1)^2-R_2^2$, the change of $1/(\rho-R_1)$ is $-2R_2/P$ and that of $1/(\rho+R_1)$ is $-2R_2/Q$. The expression thus changes by

$$R_2\left[\frac{r-R_1}P+\frac{r+R_1}Q\right]=\frac{2rR_2(r^2-R_1^2-R_2^2)}{PQ}=rR_2\left(\frac1{s_+}+\frac1{s_-}\right).$$

The last step uses $PQ=s_+s_-$ (the same four linear factors) and $s_++s_-=2(r^2-R_1^2-R_2^2)$. Collecting both parts,

$$J=\frac12\left[\frac{rR_2}{2R_1^2}\left(\frac1{s_+}+\frac1{s_-}\right)+\frac r{4R_1^3}\ln\frac{s_+}{s_-}\right],$$

and multiplication by $-4AR_1^3/(3r)$ gives

$$U=-\frac A6\left[\frac{2R_1R_2}{s_+}+\frac{2R_1R_2}{s_-}+\ln\frac{s_+}{s_-}\right].$$

For the force, $ds_\pm/dr=2r$ and $1/s_+-1/s_-=4R_1R_2/(s_+s_-)$. The bracket again differentiates to a perfect square, $2r$ times $-2R_1R_2(1/s_+-1/s_-)^2$, so

$$F=-\frac{32A\,r\,R_1^3R_2^3}{3s_+^2s_-^2}.$$

### Two limiting cases

In terms of the gap, $s_+=D(D+2R_1+2R_2)$ and $s_-=(D+2R_1)(D+2R_2)$. As $R_2\to\infty$, the three terms in the bracket tend to $R_1/D$, $R_1/(D+2R_1)$ and $\ln[D/(D+2R_1)]$: the sphere–plane result.

For distant spheres holding $N_1$ and $N_2$ atoms, all pair distances approach $r$, and $U\to-CN_1N_2/r^6$. The first correction comes from the deviation $\boldsymbol\delta$ of the pair separation vector from the vector joining the centres. Each Cartesian component has mean square $(R_1^2+R_2^2)/5$, while $\nabla^2r^{-6}=30r^{-8}$. The second-order Taylor term is thus $\tfrac12\times\tfrac15(R_1^2+R_2^2)\times30r^{-8}$, a relative correction of $3(R_1^2+R_2^2)/r^2$. At $r=1000$ nm this is $0.0015$, in agreement with the computed ratio $1.0015$. This distance tests the algebra only: at 1000 nm retardation reduces the pair energy of an atom with a 10 eV excitation to about 5% of $-C/r^6$.

## The small-gap limit

Near the axis, the facing surfaces recede from each other by $x^2/(2R_1)+x^2/(2R_2)$. The local gap is

$$h=D+\frac{x^2}{2R_e},\qquad R_e=\frac{R_1R_2}{R_1+R_2},$$

with $R_e=R$ for a sphere and a plane. The Derjaguin approximation treats each ring as a piece of two parallel half-spaces. Since $x\,dx=R_e\,dh$,

$$U_D=\int_0^\infty2\pi x\,E(h)\,dx=2\pi R_e\int_D^\infty E(h)\,dh=-\frac{AR_e}{6D},$$

and differentiation with respect to the lower limit gives

$$F_D=2\pi R_eE(D)=-\frac{AR_e}{6D^2}.$$

The full result contains this limit. As $D\to0$, $s_+\approx2D(R_1+R_2)$, so $2R_1R_2/s_+\to R_e/D$. This term outgrows the logarithm and the finite term.

To find the error of the force, put $S=R_1+R_2$ and factor out the contact values: $r=S(1+D/S)$, $s_+=2SD(1+D/2S)$ and $s_-=4R_1R_2(1+D/2R_1)(1+D/2R_2)$. Then

$$\frac F{F_D}=\frac{1+D/S}{(1+D/2S)^2(1+D/2R_1)^2(1+D/2R_2)^2}=1-\frac D{R_e}+\dots$$

To first order the two terms in $D/S$ cancel, leaving $-D/R_1-D/R_2$. For a plane the ratio is $1/(1+D/2R)^2$.

For the energy, multiply the bracket in $U$ by $D/R_e$. To first order its three terms give $1-D/(2S)$, $D/(2R_e)$ and $(D/R_e)\ln(D/2R_e)$, so

$$\frac U{U_D}=1+\frac D{R_e}\left[\ln\frac D{2R_e}+\frac12-\frac{R_e}{2S}\right]+\dots$$

For a plane, the last term in the bracket is zero. The logarithm has a simple origin. The energy is $U(D)=\int_D^\infty F(h)\,dh$, and the relative force error $-h/R_e$ multiplies $1/h^2$. The resulting $1/h$ accumulates logarithmically from $h=D$ up to gaps of order $R_e$. The force also collects contributions from slices at larger heights, but with one more inverse power. For the sphere and plane, $F=-\tfrac A2\int_D^L(g-D)(L-g)\,g^{-4}\,dg$. The term $-g^2$ in the numerator, which gave the logarithm against $g^{-3}$, now integrates to $-(1/D-1/L)$, so no logarithm appears.

## Comparison

For the sphere and plane at $D=1$ nm,

$$U=-\frac{1.2337}{6}\,(10+0.4762-3.0445)=-1.528\text{ eV}=-2.448\times10^{-19}\text{ J}.$$

The scaling estimate was $7.9$ eV in magnitude, about five times too large. The reason can be traced. Since $U_D=2\pi RD\,E(D)$, the estimated patch area introduces no error at leading order. This is a coincidence of the $1/D^2$ law. The patch itself supplies only $2\pi R\int_D^{2D}E\,dh=U_D/2$ and the region outside it supplies the other half; for $E\propto D^{-k}$ the effective area would be $2\pi RD/(k-1)$. The plate energy, however, carries the factor $\pi/12\approx0.26$ that scaling cannot supply. This reduces $7.9$ eV to the Derjaguin value, $2.056$ eV. Finite curvature supplies the remaining factor, $0.743$.

The force is $-1.865$ eV/nm ($-299$ pN), against the Derjaguin value $-2.056$ eV/nm. Relative to the full results, the Derjaguin approximation overstates the attraction by 35% in energy and 10% in force.

For the two spheres, $R_e=6.67$ nm, $s_+=61$ nm² and $s_-=861$ nm², so

$$U=-\frac{1.2337}{6}\,(6.5574+0.4646-2.6472)=-0.900\text{ eV}=-1.441\times10^{-19}\text{ J}.$$

The Derjaguin energy is $-1.371$ eV, 52% too large in magnitude relative to the full value. The forces are $-1.183$ eV/nm ($-190$ pN) in full and $-1.371$ eV/nm in the approximation, a 16% excess. The errors exceed those for the plane mainly because the same gap is a larger fraction of $R_e$.

The approach to the limit for a sphere and plane is as follows.

| $D/R$ | $U/U_D$ | $F/F_D$ |
|---|---|---|
| 1 | 0.235 | 0.444 |
| 0.1 | 0.743 | 0.907 |
| 0.01 | 0.952 | 0.990 |
| 0.001 | 0.993 | 0.999 |

At $D/R=0.01$ the full force is 1% below its Derjaguin value, while the energy is still 5% below. A gap that is small enough for the force may therefore not be small enough for the energy. The last two rows need care in real matter. For $R=10$ nm they mean gaps of 0.1 and 0.01 nm, below the atomic spacing. For $D=1$ nm they need $R=100$ and $1000$ nm, so the logarithm builds up over distances where retardation weakens the pair law. With a retarded single-oscillator pair law (10 eV) used in both $U$ and $U_D$, the energy ratios at $D=1$ nm become $0.974$ and $0.997$ in place of $0.952$ and $0.993$. The same law reduces the magnitude of the sphere–plane energy of the example ($R=10$ nm, $D=1$ nm) by about 3.5%.

The closed forms were also tested by direct integration over both volumes at larger gaps. For the sphere and plane at 5 nm, both routes give $-0.16255$ eV; for the two spheres at 10 nm, both give $-0.01562$ eV. In both cases the two routes agree to the seventh decimal place ($-0.1625528$ and $-0.0156177$ eV).

The gap cannot be reduced indefinitely, because matter is not continuous. Replace each half-space by atomic layers of spacing $a$, averaged laterally, with the surface half a spacing outside the first layer. A layer has $na$ atoms per unit area, and $m$ pairs of layers lie at distance $D+ma$. The ring integral found above gives

$$E_{\rm layers}=-\frac{\pi C(na)^2}{2}\sum_{m=1}^\infty\frac m{(D+ma)^4}.$$

Put $\phi(y)=y/(D+y)^4$, so that the sum times $a^2$ is $a\sum_m\phi(ma)$. The Euler–Maclaurin formula replaces this by $\int_0^\infty\phi\,dy-a\phi(0)/2-a^2\phi'(0)/12+\dots$. Here $\int_0^\infty\phi\,dy=1/(6D^2)$, $\phi(0)=0$ and $\phi'(0)=1/D^4$. The integral reproduces $E(D)$, and the ratio to it is $1-a^2/(2D^2)+\dots$.

With $a=n^{-1/3}=0.271$ nm, the computed ratio is $0.966$ at 1 nm and $0.9985$ at 5 nm. For two half-spaces at the gap of the example, the layered energy is thus smaller in magnitude than the continuum energy by 3.4% of the continuum value. At gaps comparable with $a$ the expansion no longer applies, and the divergence of the continuum energies as $D\to0$ has no meaning for real contact.

## Table of computed values

```
pair coefficient C = 5.0e-05 eV nm^6
number density n = 50.0 nm^-3
Hamaker constant A = 1.2337 eV = 1.9766e-19 J
radii R1, R2 = 10.0, 20.0 nm
effective radius Re = 6.6667 nm
gap D = 1.0 nm
atom-wall energy at D = -1.3090e-03 eV
half-spaces E(D) = -0.03272 eV/nm^2
  converted = -5.243 mJ/m^2
sphere-plane (R1): full energy = -1.5281 eV = -2.448e-19 J
  Derjaguin energy = -2.0562 eV
  energy ratio full/Derjaguin = 0.7432
  full force = -1.8650 eV/nm = -298.8 pN
  Derjaguin force = -2.0562 eV/nm
  force ratio full/Derjaguin = 0.9070
two spheres: full energy = -0.8995 eV = -1.441e-19 J
  Derjaguin energy = -1.3708 eV
  energy ratio full/Derjaguin = 0.6562
  full force = -1.1831 eV/nm = -189.6 pN
  Derjaguin force = -1.3708 eV/nm
  force ratio full/Derjaguin = 0.8631
bracket terms, sphere-plane (no unit):
  R/D = 10.0000, R/(D+2R) = 0.4762
  log term = -3.0445
two spheres: s_plus = 61.0, s_minus = 861.0 nm^2
  2R1R2/s_plus = 6.5574
  2R1R2/s_minus = 0.4646
  log term = -2.6472
volume integration against closed form:
  sphere-plane, D = 5.0 nm: -0.1625528 eV
    closed form: -0.1625528 eV
  two spheres, D = 10.0 nm: -0.0156177 eV
    closed form: -0.0156177 eV
sphere-plane ratios full/Derjaguin: D/R, energy, force
  1.000  0.23472  0.44444
  0.100  0.74317  0.90703
  0.010  0.95194  0.99007
  0.001  0.99290  0.99900
far ratio to point law at r = 1000 nm: 1.001502
atomic spacing n^(-1/3) = 0.2714 nm
layers/continuum at D = 1.0 nm: 0.9656
layers/continuum at D = 5.0 nm: 0.9985
```
